\section*{McConnell's neighbour-anisotropy formula from the far field of induced currents}

\section{A shielding that disappears on averaging}

Two spin-paired electrons in a spherical harmonic well form a diamagnetic group. Throughout, their mutual repulsion is neglected, so both occupy the same one-electron ground orbital. This defines the model and is not a small correction: for the spherical well used below, the exact ground state with repulsion has a magnetizability 18 per cent larger in magnitude, and the distant shielding components grow in proportion, while their mean still vanishes. Put a nucleus on the $z$ axis, 20 bohr from the centre. With the applied field along $z$ the group shields the nucleus by $0.013313$ ppm; with the field along $x$ it deshields it by $0.006656$ ppm, and the $y$ direction is equivalent to $x$. The mean of the three values is zero to numerical accuracy: its magnitude is $2\times10^{-15}$ of the $z$ component.

If the well is flattened, the mean no longer vanishes. At the same distance a flat group gives $+0.00435$ ppm on its axis and $-0.00225$ ppm in its plane. Why does the mean vanish for the sphere, and what fixes the sign and size for the flat group?

I use Hartree atomic units, in which $\mu_0/4\pi=\alpha^2=5.325\times10^{-5}$, with $\alpha$ the fine-structure constant. The applied field $\mathbf B_0$ is uniform, and the response is linear. The shielding tensor $\sigma$ is defined by
\begin{equation}
\mathbf B_{\rm ind}=-\sigma\mathbf B_0 ,
\label{def}
\end{equation}
where $\mathbf B_{\rm ind}$ is the field of the group's induced current at the nucleus. Positive shielding means an induced field opposed to the applied one. The nucleus's own surrounding electrons also shield it; that local part is not included here.

\section{Simplest case: nucleus and field on one axis}

Let $\mathbf J(\mathbf r)$ be the induced charge current density, with the origin at the group's centre. The Biot--Savart law gives
\begin{equation}
\mathbf B_{\rm ind}(\mathbf R)=\alpha^2\int
\frac{\mathbf J(\mathbf r)\times(\mathbf R-\mathbf r)}
{|\mathbf R-\mathbf r|^3}\,d^3r .
\label{bs}
\end{equation}
For $\mathbf R=(0,0,R)$, the $z$ component of the cross product is $J_x(-y)-J_y(-x)=xJ_y-yJ_x$. When $R$ is much larger than the group, the denominator tends to $R^3$, so
\begin{equation}
B_{{\rm ind},z}\simeq\frac{\alpha^2}{R^3}\int(xJ_y-yJ_x)\,d^3r
=\frac{2\alpha^2m_z}{R^3},\qquad
\mathbf m=\frac12\int\mathbf r\times\mathbf J\,d^3r .
\label{axis}
\end{equation}
The moment is proportional to the field, $\mathbf m=\xi\mathbf B_0$, where $\xi$ is the magnetizability tensor. For the sphere $\xi$ is a number times the unit matrix, and $\sigma_{zz}=-2\alpha^2\xi/R^3$.

To use this I need $\xi$ for the well. Let its frequencies be $\omega_x,\omega_y,\omega_z$ and let $(a,b,c)$ be a cyclic order of the axes, with the field along $c$. An electron has charge $-1$ and kinetic energy $\frac12(\mathbf p+\mathbf A_0)^2$, where $\mathbf A_0=\frac12\mathbf B_0\times\mathbf r$. The term linear in the field is $\frac12B_0L_c$. The ground orbital is $\psi_0\propto\exp(-\frac12\sum_a\omega_ar_a^2)$, for which $\partial_a\psi_0=-\omega_ar_a\psi_0$. Therefore
\begin{equation}
L_c\psi_0=-i(r_a\partial_b-r_b\partial_a)\psi_0
=-i(\omega_a-\omega_b)r_ar_b\psi_0 .
\end{equation}
The function $r_ar_b\psi_0$ has one quantum in each of the two directions, so it is an eigenfunction lying $S=\omega_a+\omega_b$ above the ground state. The first-order equation $(H_0-E_0)\psi_1=-\frac12L_c\psi_0$, written per unit field, is solved by
\begin{equation}
\psi_1=\frac{i}{2}\kappa\,r_ar_b\psi_0,\qquad
\kappa=\frac{\omega_a-\omega_b}{\omega_a+\omega_b}.
\end{equation}
To first order the particle flux is ${\rm Im}(\psi^*\nabla\psi)+\mathbf A_0|\psi|^2$. For both electrons together, with number density $\rho$, its value per unit field is $\rho[\frac12\kappa\nabla(r_ar_b)+\mathbf A_0]$, where $\mathbf A_0$ now has components $-\frac12r_b$ along $a$ and $\frac12r_a$ along $b$. The flux along $a$ is $\frac12\rho r_b(\kappa-1)=-\rho r_b\omega_b/S$, and along $b$ it is $\frac12\rho r_a(\kappa+1)=\rho r_a\omega_a/S$. The charge $-1$ reverses both signs:
\begin{equation}
J_a=\rho\,r_b\frac{\omega_b}{S},\qquad
J_b=-\rho\,r_a\frac{\omega_a}{S}.
\label{current}
\end{equation}
Each electron has $\langle r_a^2\rangle=1/(2\omega_a)$, so $\int\rho r_a^2\,d^3r=1/\omega_a$ for the pair, and
\begin{equation}
\xi_{cc}=\frac12\int(r_aJ_b-r_bJ_a)\,d^3r
=-\frac{1}{2S}\left(\frac{\omega_a}{\omega_a}+\frac{\omega_b}{\omega_b}\right)
=-\frac{1}{\omega_a+\omega_b}.
\label{xi}
\end{equation}
The off-diagonal elements vanish because the well has three mirror planes.

The sphere has all frequencies equal to $0.50$ hartree, so $\xi=-1$ atomic unit. At $R=20$ bohr,
\begin{equation}
\sigma_{zz}=\frac{2(5.325\times10^{-5})}{8000}
=1.331\times10^{-8}=0.01331\ {\rm ppm},
\end{equation}
in agreement with the first number above. The second number needs a field perpendicular to $\mathbf R$, and hence the induced field in a general direction.

\section{The far field in any direction}

The induced field is the curl of
\begin{equation}
\mathbf A(\mathbf R)=\alpha^2\int\frac{\mathbf J(\mathbf r)}{|\mathbf R-\mathbf r|}\,d^3r ,
\end{equation}
since $\nabla_R|\mathbf R-\mathbf r|^{-1}\times\mathbf J$ reproduces the integrand of (\ref{bs}). With $\mathbf R=R\mathbf n$, the expansion for small $r/R$ is
\begin{equation}
\frac{1}{|\mathbf R-\mathbf r|}=\frac1R+\frac{\mathbf n\cdot\mathbf r}{R^2}
+O\!\left(\frac{r^2}{R^3}\right).
\end{equation}

The first two terms are simplified by stationarity. In a static field the charge density does not change with time, so $\nabla\cdot\mathbf J=0$. Then
\begin{equation}
\nabla\cdot(r_a\mathbf J)=J_a,\qquad
\nabla\cdot(r_ar_b\mathbf J)=r_aJ_b+r_bJ_a .
\end{equation}
The integral of each left side is a surface term, which vanishes for a localized current. Hence
\begin{equation}
\int J_a\,d^3r=0,\qquad \int(r_aJ_b+r_bJ_a)\,d^3r=0 .
\label{moments}
\end{equation}
The first relation removes the $1/R$ term. It also makes $\mathbf m$ independent of the origin, because a displacement $\mathbf d$ of the origin changes $\mathbf m$ by $-\frac12\mathbf d\times\int\mathbf J\,d^3r=0$. The second relation lets me replace $r_bJ_a$ under the integral by its antisymmetric half:
\begin{align}
A_a&=\frac{\alpha^2}{R^2}\sum_bn_b\int r_bJ_a\,d^3r
=\frac{\alpha^2}{2R^2}\sum_bn_b\int(r_bJ_a-r_aJ_b)\,d^3r\nonumber\\
&=\frac{\alpha^2}{2R^2}\int
\left[(\mathbf n\cdot\mathbf r)\mathbf J-(\mathbf n\cdot\mathbf J)\mathbf r\right]_a d^3r .
\end{align}
The bracket is $\mathbf n\times(\mathbf J\times\mathbf r)=(\mathbf r\times\mathbf J)\times\mathbf n$, so
\begin{equation}
\mathbf A=\alpha^2\frac{\mathbf m\times\mathbf n}{R^2}
=\alpha^2\,\mathbf m\times\frac{\mathbf R}{R^3}.
\end{equation}

For constant $\mathbf m$ and any field $\mathbf F$, $\nabla\times(\mathbf m\times\mathbf F)=\mathbf m(\nabla\cdot\mathbf F)-(\mathbf m\cdot\nabla)\mathbf F$. Here $\mathbf F=\mathbf R/R^3$, whose divergence is zero away from the origin, and
\begin{equation}
(\mathbf m\cdot\nabla)\frac{\mathbf R}{R^3}
=\frac{\mathbf m}{R^3}-\frac{3\mathbf R(\mathbf m\cdot\mathbf R)}{R^5}.
\end{equation}
The minus sign in the identity then gives
\begin{equation}
\mathbf B_{\rm ind}=\frac{\alpha^2}{R^3}
\left[3\mathbf n(\mathbf n\cdot\mathbf m)-\mathbf m\right].
\label{dipole}
\end{equation}
For $\mathbf m$ along $\mathbf n$ this is $2\alpha^2\mathbf m/R^3$, the limit found in (\ref{axis}). For $\mathbf m$ perpendicular to $\mathbf n$ it is $-\alpha^2\mathbf m/R^3$: half as large, and reversed as the field lines return outside the group. These are the two components of the spherical example.

Inserting $\mathbf m=\xi\mathbf B_0$ and comparing with (\ref{def}) gives the far-field shielding tensor,
\begin{equation}
\sigma=-\frac{\alpha^2}{R^3}(3\mathbf n\mathbf n^{T}-1)\xi .
\label{tensor}
\end{equation}
The numerical check tests this for a well with frequencies $0.25$, $0.40$ and $0.75$ hartree and an oblique $\mathbf n$. There the matrices do not commute, so their order matters. The Biot--Savart integral over the full current, extrapolated to large $R$, agrees with (\ref{tensor}) to $1.5\times10^{-7}$ of the tensor's norm.

\section{Tumbling and the trace}

In a liquid the molecule tumbles, carrying the group and the nucleus with it as a rigid frame. Let $\mathbf b$ be the direction of $\mathbf B_0$ seen from that frame. To first order in $\sigma$, the magnitude of the local field is $B_0(1-\mathbf b\cdot\sigma\mathbf b)$, since a small transverse component changes the magnitude at second order. For isotropic tumbling $\langle b_ab_b\rangle=\delta_{ab}/3$: reflection symmetry removes the mixed products, and the three equal squares add to one. The observed shielding is therefore $\sigma_{\rm iso}=\frac13{\rm tr}\,\sigma$.

Since ${\rm tr}(\mathbf n\mathbf n^T\xi)=\mathbf n\cdot\xi\mathbf n$, equation (\ref{tensor}) gives
\begin{equation}
\sigma_{\rm iso}=-\frac{\alpha^2}{3R^3}
\left(3\,\mathbf n\cdot\xi\mathbf n-{\rm tr}\,\xi\right).
\label{iso}
\end{equation}
The first limit to try is an isotropic group, $\xi\to\xi\,1$. The bracket becomes $3\xi-3\xi=0$. In terms of the separate orientations, a field along $\mathbf n$ contributes with weight $2$ and each of the two perpendicular fields with weight $-1$. Equal moments cancel. This answers the first question at order $R^{-3}$. It is the trace that vanishes; the tensor itself is still $-\alpha^2\xi(3\mathbf n\mathbf n^T-1)/R^3$, and a nucleus held at a fixed orientation would feel it.

\section{An axial group}

Now let the group have an axis $\mathbf u$, with magnetizability $\xi_\parallel$ along it and $\xi_\perp$ across it:
\begin{equation}
\xi=\xi_\perp1+\Delta\xi\,\mathbf u\mathbf u^T,\qquad
\Delta\xi=\xi_\parallel-\xi_\perp .
\end{equation}
With $\cos\theta=\mathbf n\cdot\mathbf u$,
\begin{equation}
\mathbf n\cdot\xi\mathbf n=\xi_\perp+\Delta\xi\cos^2\theta,\qquad
{\rm tr}\,\xi=3\xi_\perp+\Delta\xi .
\end{equation}
In the bracket of (\ref{iso}) the terms $3\xi_\perp$ cancel and $\Delta\xi(3\cos^2\theta-1)$ remains. The minus sign in front reverses the angular factor, and McConnell's formula follows:
\begin{equation}
\boxed{\;\sigma_{\rm iso}=\frac{\alpha^2\Delta\xi}{3R^3}
\left(1-3\cos^2\theta\right)\;}
\label{mcc}
\end{equation}

The flat group has $\omega_x=\omega_y=0.25$ and $\omega_z=0.75$ hartree. From (\ref{xi}),
\begin{equation}
\xi_\parallel=-\frac{1}{0.25+0.25}=-2,\qquad
\xi_\perp=-\frac{1}{0.25+0.75}=-1,\qquad \Delta\xi=-1 .
\end{equation}
Diagonalizing the Hamiltonian in a small finite field and using $E=E_0-\frac12\xi B_0^2$ gives the same $\xi$ values to the four decimals printed. At $R=10$ bohr on the axis, $1-3\cos^2\theta=-2$ and
\begin{equation}
\sigma_{\rm iso}=\frac{(5.325\times10^{-5})(-1)(-2)}{3\times1000}
=3.55\times10^{-8}=0.0355\ {\rm ppm}.
\end{equation}
In the plane the angular factor is $+1$, giving $-0.01775$ ppm. The induced moment is larger when the field is along the group's axis. For a nucleus on the axis, that orientation carries the shielding weight $2$; for a nucleus in the plane, it carries the deshielding weight $-1$. Hence the signs.

Integration over the full current gives $0.0329$ ppm on the axis and $-0.0189$ ppm in the plane. Relative to McConnell's formula these differ by $-7.3$ and $+6.6$ per cent. At 20 bohr the differences are $-2.0$ and $+1.5$ per cent. The next section explains why the two differences have opposite signs and what their ratio is at large distance, taking the size and sign of the axial difference from the computation.

\section{What lies beyond the dipole}

Outside the currents $\nabla\times\mathbf B_{\rm ind}=0$ and $\nabla\cdot\mathbf B_{\rm ind}=0$, so each Cartesian component obeys Laplace's equation. The applied field is uniform, so the group's current does not depend on where the nucleus is. As a function of $\mathbf R$, $\sigma_{\rm iso}$ is then a fixed sum of such components and is itself harmonic. A function that is harmonic everywhere outside a sphere and decays outwards is there a sum of terms $Y_{lm}(\mathbf n)/R^{l+1}$; the sphere must hold all the current. The Gaussian current of the well has a tail at every radius, so for the flat group the sum is asymptotic rather than convergent: on the axis at 10 bohr its terms shrink to about $10^{-13}$ of the first near $l=74$ and grow after that. The low orders used here are not affected. The $R^{-3}$ part must therefore have $l=2$, as $1-3\cos^2\theta=-2P_2(\cos\theta)$ does.

Two consequences follow. First, there is no $l=0$ term, because it would fall as $1/R$ and the induced field falls at least as fast as $R^{-3}$. The average of $\sigma_{\rm iso}$ over all directions of the nucleus around the group is therefore zero, as long as the density is negligible at distance $R$ from the centre and beyond. A negligible density at the nucleus alone is not enough: inside a thin hollow spherical shell of $N$ electrons and radius $r_0$, $\sigma_{\rm iso}\simeq\alpha^2N/(3r_0)$, about $3.5$ ppm for $N=2$ and $r_0=10$ bohr. For the flat group at 20 bohr the computed average is $2\times10^{-14}$ of the axial value. Second, for a spherically symmetric group $\sigma_{\rm iso}$ can depend on distance alone, which leaves $l=0$, and under the same condition that term is absent. This is why the opening example gave zero at a finite distance, where a leading-order argument alone would have allowed a remainder. A group that merely has isotropic $\xi$ is assured of losing the $R^{-3}$ term; the argument does not exclude higher multipoles.

The flat group also has an inversion centre. Inversion leaves a magnetic field unchanged, so the induced current is odd: $\mathbf J(-\mathbf r)=-\mathbf J(\mathbf r)$. The term in $\mathbf A$ quadratic in $\mathbf r$ then has an odd integrand and vanishes, as do the later terms of even degree. With axial symmetry the series is
\begin{equation}
\sigma_{\rm iso}=\frac{a\,P_2(\cos\theta)}{R^3}
+\frac{c\,P_4(\cos\theta)}{R^5}+\cdots,\qquad
a=-\frac23\alpha^2\Delta\xi .
\label{series}
\end{equation}
The leading relative error of McConnell's formula is $(c/a)P_4/(P_2R^2)$. On the axis $P_2=P_4=1$. At $R=80$ bohr the computed error is $-0.125$ per cent, so
\begin{equation}
\frac ca\simeq-0.00125\times6400=-8\ {\rm bohr}^2 .
\end{equation}
This one number now predicts the other directions. In the plane $P_4/P_2=(3/8)/(-1/2)=-3/4$, so the error at 80 bohr should be $+0.094$ per cent, which is the computed value. At 10 bohr the same term gives $-8$ per cent on the axis and $+6$ per cent in the plane. The computed $-7.3$ and $+6.6$ per cent show that higher terms already matter there.

The leading term vanishes at $\cos^2\theta=1/3$, the magic angle $\theta=54.74^\circ$. There
\begin{equation}
P_4=\frac18\left(\frac{35}{9}-\frac{30}{3}+3\right)=-\frac{7}{18}.
\end{equation}
For the flat group $a=\frac23\alpha^2=35.5$ ppm\,bohr$^3$, so the remainder predicted at 80 bohr is
\begin{equation}
\frac{(-8)(35.5)(-7/18)}{80^5}\simeq3.4\times10^{-8}\ {\rm ppm},
\end{equation}
and the full integral gives $3.37\times10^{-8}$ ppm. Halving the distance should multiply it by $2^5=32$; the computed factor is $32.1$. The shielding at the magic angle is thus small but not zero.

\section{Signs, units and where the formula stops}

Equation (\ref{mcc}) is a shielding. The chemical shift is $\delta=(\nu-\nu_{\rm ref})/\nu_{\rm ref}$, and $\nu$ is proportional to $1-\sigma_{\rm iso}$. Adding a small contribution to the shielding therefore changes $\delta$ by minus that contribution, to first order. McConnell's formula for the shift has the factor $3\cos^2\theta-1$ with the same $\Delta\xi$. On the axis of the flat group at 10 bohr, $\delta$ changes by $-0.0355$ ppm in the dipole approximation.

In SI units $\alpha^2$ in (\ref{mcc}) is replaced by $\mu_0/4\pi$. With the susceptibility per group $\chi=\mu_0\xi$, which is a volume,
\begin{equation}
\sigma_{\rm iso}=\frac{\Delta\chi}{12\pi R^3}(1-3\cos^2\theta).
\label{si}
\end{equation}
For the flat group $\Delta\chi=-9.92\times10^{-35}\ {\rm m}^3$. In Gaussian units a moment $\mathbf m$ produces the field $[3\mathbf n(\mathbf n\cdot\mathbf m)-\mathbf m]/R^3$ and $\mathbf m=\chi_{\rm G}\mathbf B_0$, so the prefactor is $\Delta\chi_{\rm G}/(3R^3)$. Comparison with (\ref{si}) shows $\chi=4\pi\chi_{\rm G}$. A value of $\Delta\chi$ must be used with the prefactor of its own system; a mismatch costs a factor $4\pi$. A molar susceptibility must first be divided by Avogadro's constant.

The choice of centre affects the accuracy. Suppose $R$ is measured along the axis from a point displaced by $d$, so that the true distance is $R-d$. The true dipole shielding exceeds the estimate by the factor $(1-d/R)^{-3}\simeq1+3d/R$. The relative error now falls as $1/R$ instead of $1/R^2$. With $d=1$ bohr the computed error shrinks by a factor $1.99$ between 80 and 160 bohr, close to the expected $2$. A group without an inversion centre can likewise have a term in $\mathbf B_{\rm ind}$ of order $R^{-4}$, which is a relative correction of order $1/R$.

At short range the derivation fails in two separate ways. When $R$ is comparable with the size of the current distribution, the multipole series is no longer dominated by its first term, and the integral (\ref{bs}) over the actual current is needed. When the electron densities of the group and of the nucleus's surroundings overlap, the current can no longer be divided uniquely into a neighbour's part and a local part, and a $\xi$ assigned to the group then depends on the division chosen. The formula also assumes a fixed geometry. If the group moves relative to the nucleus while its $\Delta\xi$ stays the same, and the motion is fast enough for one averaged line to be seen, the quantity to average is $(1-3\cos^2\theta)/R^3$ as a whole, because distance and angle may vary together.

\section*{Computed results}
\begin{verbatim}
alpha^2 = 5.325135e-05 (atomic units)
flat group: omega_perp = 0.25, omega_z = 0.75 hartree
xi_par  = -2.0000 a.u.; finite field -2.0000 a.u.
xi_perp = -1.0000 a.u.; finite field -1.0000 a.u.
Delta xi = -1.0000 a.u.
Delta chi (SI, per group) = -9.9162e-35 m^3
magic angle = 54.7356 degrees
axis, R = 10 bohr: full 0.032914 ppm, McConnell 0.035501 ppm
   full/McConnell - 1 = -7.287 percent
axis, R = 20 bohr: full 0.004351 ppm, McConnell 0.004438 ppm
   full/McConnell - 1 = -1.951 percent
axis, R = 40 bohr: full 0.000552 ppm, McConnell 0.000555 ppm
   full/McConnell - 1 = -0.497 percent
axis, R = 80 bohr: full 0.000069 ppm, McConnell 0.000069 ppm
   full/McConnell - 1 = -0.125 percent
plane, R = 10 bohr: full -0.018915 ppm, McConnell -0.017750 ppm
   full/McConnell - 1 = 6.563 percent
plane, R = 20 bohr: full -0.002253 ppm, McConnell -0.002219 ppm
   full/McConnell - 1 = 1.532 percent
plane, R = 40 bohr: full -0.000278 ppm, McConnell -0.000277 ppm
   full/McConnell - 1 = 0.377 percent
plane, R = 80 bohr: full -0.000035 ppm, McConnell -0.000035 ppm
   full/McConnell - 1 = 0.094 percent
magic angle, R = 10 bohr: full 1.161e-03 ppm
magic angle, R = 20 bohr: full 3.500e-05 ppm
magic angle, R = 40 bohr: full 1.082e-06 ppm
magic angle, R = 80 bohr: full 3.374e-08 ppm
relative error R=40 over R=80, axis: 3.981 (no unit)
relative error R=40 over R=80, plane: 4.016 (no unit)
magic-angle shielding R=40 over R=80: 32.09 (no unit)
origin off by 1 bohr, error R=80 over R=160: 1.989 (no unit)
three-axis well: omega = 0.25, 0.40, 0.75 hartree
three-axis tensor, relative error of limit: 1.5e-07 (no unit)
|mean over directions|/axis value, R=20: 1.7e-14 (no unit)
spherical group: omega = 0.50 hartree, xi = -1.0000 a.u.
spherical group, R = 20 bohr: sigma_zz = 0.013313 ppm
spherical group, R = 20 bohr: sigma_xx = -0.006656 ppm
spherical group, |sigma_iso/sigma_zz| = 2.1e-15 (no unit)
\end{verbatim}
